Why bremsstrahlung has the spectrum of Compton-scattered equivalent photons

Treat a fast electron passing a nucleus as a light, classical charge that is shaken and radiates, and the predicted spectrum does not know where to stop. As shown below, this picture gives the same photon yield per logarithmic interval of photon energy, apart from a slowly varying logarithm, even for photons carrying more energy than the electron had. What is missing is recoil, which sets the endpoint, and the electron's spin, which matters for the hardest photons. In the electron's rest frame the nucleus's field is a short pulse resembling a beam of photons, and both effects enter through Compton scattering. This turns the classical spectrum into the Bethe-Heitler shape.

**The model and the claim**

An electron of mass m and energy E = γm, with γ ≫ 1, passes a fixed, bare point charge Ze. It emits a photon of energy k = yE and leaves with E' = (1−y)E. I use ħ = c = 1 and Gaussian charges, so e² = α and r_e = α/m. Take Zα ≪ 1, so that one exchange with the nucleus suffices. To leading logarithm,

k dσ/dk = 4Z²α r_e² S(y) ln[2EE'/(mk)],
S(y) = 1 + (1−y)² − (2/3)(1−y).

The logarithm must be large, and the outgoing electron must also be relativistic, E' ≫ m.

**The nucleus as a beam of photons**

In the electron's rest frame the nucleus moves at speed v with the same γ. At impact parameter b its transverse field is

E⊥(s) = Zeγb/(b² + γ²v²s²)^(3/2),

where s is time. To find its component at frequency ω, substitute τ = γvs/b and define x = ωb/(γv):

Ẽ⊥(ω) = (Ze/bv) ∫ cos(xτ)/(1+τ²)^(3/2) dτ = (2Ze/bv) xK₁(x).

The integral runs over all τ; its value 2xK₁(x) is the standard integral representation of the modified Bessel function K₁. The longitudinal field has τ sin(xτ) in place of cos(xτ), and an extra factor 1/γ. Integration by parts turns its integral into x∫cos(xτ)/(1+τ²)^(1/2) dτ = 2xK₀(x). The longitudinal component is therefore smaller by K₀/(γK₁). The magnetic field is perpendicular to E⊥ and has magnitude vE⊥, so for v → 1 the pulse has the fields of a light wave. Summing over directions of b makes it unpolarized.

The energy crossing unit area is (1/4π)∫E⊥²ds. By Parseval's theorem this equals (1/4π²)∫|Ẽ⊥|²dω over positive ω. Dividing by ω gives photons per unit area and frequency:

Z²α x²K₁²(x)/(π²ωb²).

Now multiply by 2πb db and integrate outward from b_min. Since db/b = dx/x,

n(ω) = (2Z²α/πω) Λ,  Λ = ∫ xK₁² dx from x₀ to ∞,  x₀ = ωb_min/γ.

The rules K₀' = −K₁ and K₁' = −K₀ − K₁/x show that F = xK₀K₁ + x²(K₀²−K₁²)/2 has derivative −xK₁². Since F vanishes at infinity, Λ = F(x₀). For small x₀, K₀ ≈ ln(2/x₀) − γ_E and K₁ ≈ 1/x₀, where γ_E is Euler's constant. Hence

Λ = ln[2e^(−γ_E) γ/(ωb_min)] − 1/2.

The number of photons falls as 1/ω, multiplied by a logarithm that counts the range of impact parameters.

**Energy loss in one frame is energy share in the other**

Let an equivalent photon ω scatter through angle θ into ω', and put t = 1 − cosθ. Squaring the final electron's four-momentum gives

m(ω − ω') = ωω't, or ω't = m(1 − ω'/ω).

In the nuclear frame the electron moves along +z. In its rest frame the equivalent photons therefore move along −z, and the scattered photon has z-momentum −ω'cosθ. Boosting back,

k = γω'(1 − v cosθ) ≈ γω't = γm(1 − ω'/ω).

The approximation needs t ≫ 1/γ². Since E = γm,

y = 1 − ω'/ω,  E'/E = ω'/ω.

The fraction of its energy that the equivalent photon loses becomes the fraction of the electron's energy that is radiated. Recoil has supplied the missing endpoint: because ω' is positive, y cannot exceed one.

**The shape and the coefficient**

The Klein-Nishina formula, taken here as known, is

dσ_C/dΩ = (r_e²/2)(ω'/ω)²[ω/ω' + ω'/ω − sin²θ].

At fixed ω, the kinematics give t = my/[ω(1−y)] and therefore |d cosθ/dy| = m/[ω(1−y)²]. With dΩ = 2π d cosθ and ω'/ω = 1−y, the factors (1−y)² cancel:

dσ_C/dy = πr_e²(m/ω)[1/(1−y) + 1−y − 2t + t²],

where sin²θ = t(2−t). Backscattering is the limit t = 2, so a given y requires

ω ≥ ω_min = my/[2(1−y)].

To leading logarithm, Λ varies slowly and can be evaluated at ω_min. Different ω lead to different final momenta, so the contributions add as probabilities. At fixed y, |dω/ω| = dt/t and m/ω = (1−y)t/y. Writing A = 1/(1−y) + 1−y,

∫(dω/ω) dσ_C/dy = πr_e²[(1−y)/y] ∫₀² (A − 2t + t²) dt
= πr_e²[(1−y)/y](2A − 4 + 8/3)
= (2πr_e²/y)[1 + (1−y)² − (2/3)(1−y)]
= 2πr_e² S/y.

Multiplication by the photon-number factor 2Z²αΛ/π gives dσ/dy = 4Z²αr_e² SΛ/y. Since k dσ/dk = y dσ/dy, both the shape and the coefficient 4 follow.

The origin of the 1/k law is visible here. The photon number contributes dω/ω and the Compton cross section at fixed y contributes another 1/ω. Their integral is controlled by its lower end, ω_min, which is proportional to y for soft photons.

**What recoil and spin change**

For y → 0 the important equivalent photons have ω ≪ m. Scattering is then Thomson scattering and S → 4/3. If Thomson scattering is imposed at every frequency, ω' = ω and y = ωt/m. The cross section is dσ/dy = πr_e²(m/ω)(2−2t+t²), and the same integration gives

(πr_e²/y) ∫₀² (2−2t+t²) dt = 8πr_e²/(3y)

for every y, including y > 1. This is the failure described at the start. At y = 0.5 its shape factor 4/3 is already about 45% above the correct S = 0.917.

The correct factor can be written S = 4/3 − 4y/3 + y². It falls to 8/9 at y = 2/3 and then rises to 1. The three parts of the Klein-Nishina bracket show why. The term ω/ω' = 1/(1−y) grows, but the prefactor 1−y cancels that growth, so it contributes a constant 1 to S. The term ω'/ω contributes (1−y)², and −sin²θ contributes −(2/3)(1−y). Beyond y = 2/3 the negative contribution shrinks by more, in absolute terms, than the positive (1−y)² does, so S rises towards 1.

Recoil alone would not produce this rise. A spinless charge recoils with the same kinematics, but its Compton bracket is 2 − sin²θ, and the same integration gives (4/3)(1−y), which vanishes at the endpoint. The remaining part of S, y², comes from the electron's spin. It is negligible for soft photons and supplies most of the yield near y = 1.

**Where the logarithm begins and ends**

The same photon number can be resolved by transverse momentum Q. The transformed Coulomb potential is proportional to 1/(Q²+ω²/γ²), because the longitudinal momentum ω is reduced to ω/γ in the nuclear frame. The transverse field carries a further factor Q. Squaring it and using d²Q = 2πQ² d ln Q gives

dn/d ln Q = (2Z²α/πω) Q⁴/(Q²+ω²/γ²)².

Above Q ≈ ω/γ every equal interval of ln Q contributes equally. The upper end is set by the electron. For soft photons, Q must stay below about m if the recoil is to remain nonrelativistic. For ω near m, a virtuality Q² comparable with 2mω spoils the replacement by a real photon, again at Q of order m. This last estimate must not be extended to ω ≫ m, where it would push the cutoff up as √(2mω). In the nuclear frame the electron propagators are 2p·k ≈ k(m² + p⊥²)/E and 2p'·k ≈ k(m² + p'⊥²)/E', with p⊥ and p'⊥ measured transverse to the emitted photon and differing by Q. A transfer of order m therefore changes the amplitude at every y, including y near 1. These are estimates of scale, not of a sharp boundary.

Taking b_min of order 1/m and ω near ω_min, the argument of the logarithm is

γm/ω_min = 2γ(1−y)/y = 2EE'/(mk).

An independent numerical integration of the two-diagram Dirac amplitude, which uses no equivalent photons, tests this picture. At γ = 10⁴ and y = 0.5, the contribution per unit ln Q, divided by the predicted plateau 4S, is 0.984 at Q = 0.01m, 0.870 at m, 0.104 at 10m and 0.018 at 30m. At 10⁻⁶m, below ω_min/γ = 5×10⁻⁵m, it vanishes to the printed accuracy. The logarithm does come from the interval between these two scales. Here Q is measured transverse to the emitted photon.

**A worked spectrum**

Choose Z = 1 and γ = 10⁴, an electron energy of 5.11 GeV. At y = 0.5,

ω_min = 0.5m/(2×0.5) = 0.5m,
ln[2γ(1−y)/y] = ln(20000) = 9.903,
4Z²αr_e² = 2.318 mb,
k dσ/dk ≈ 2.318 × 0.9167 × 9.903 = 21.04 mb.

The full tree amplitude gives 19.98 mb, so the leading logarithm is 5.3% above it. At y = 0.1 the two values are 33.9 and 32.5 mb; at y = 0.9 they are 16.85 and 15.76 mb. The corresponding ω_min values, 0.056m and 4.5m, show the passage from nearly classical scattering to scattering with strong recoil, where the spin term is also large.

Increasing γ tenfold isolates the coefficient of the logarithm, because a constant beside it cancels. The tree amplitude gives 3.999 to 4.000 at the three values of y, against the derived 4.

**What the argument leaves undetermined**

The high-energy tree-level result replaces the leading logarithm by ln[2EE'/(mk)] − 1/2. I do not derive that constant here; the numerical amplitude gives −0.50 at all three y values. The equivalent-photon argument cannot predict it, since changing b_min by a factor of order one shifts Λ by a constant.

One can instead ask which b_min would reproduce it. Since ω = 2ω_min/t, averaging Λ over the Compton integral adds ⟨ln(t/2)⟩ to its value at ω_min. Using ∫₀² tⁿ ln(t/2) dt = −2^(n+1)/(n+1)²,

⟨ln(t/2)⟩ = (−2A + 2 − 8/9)/(2A − 4/3)
= −1 − (2/9)/(2A − 4/3).

Equating the averaged Λ to ln(γm/ω_min) − 1/2 then gives

b_min = (2e^(−γ_E)/m) exp⟨ln(t/2)⟩.

As y runs from 0 to 1, A rises from 2 without limit, and the average moves only from −13/12 to −1. Since the constant −1/2 being matched does not depend on y, one cutoff then serves almost the whole spectrum. Matching to the numerical amplitude gives b_min = 0.38, 0.39 and 0.41 in units of ħ/(mc) for y = 0.1, 0.5 and 0.9. The scale was expected; the number was obtained by matching.

The bare charge matters as well. In a neutral light atom, screening removes momentum transfers below roughly αm ≈ 0.007m. The example's lower scale, 5×10⁻⁵m, lies far below that. The logarithm would then stop growing with γ and run roughly from αm to m, so the values above do not apply to such an atom. Nuclear size, nuclear recoil, radiation in collisions with the atom's own electrons and higher orders in Zα are also omitted. The numerical output below records the values and the separate tests of the field, photon number, Compton formula and boost.

Calculated quantities

```
charge Z = 1; gamma = 10000
electron energy = 5.1100 GeV
4 Z^2 alpha r_e^2 = 2.3179 mb
field test: longitudinal/transverse = 0.06570 (gamma=10)
flux log at x=0.001: integral 6.52369, formula 6.52369
Compton moment y^2: boosted 2.96702, formula 2.96706 r_e^2
Compton moment y^3: boosted 1.95473, formula 1.95477 r_e^2
y = 0.1: photon energy k = 1000 m c^2
  minimum equivalent-photon energy = 0.0556 m c^2
  S = 1.21000; leading logarithm = 12.1007
  coefficient from tree amplitude = 3.9994
  constant from tree amplitude = -0.5017
  leading-log k dsigma/dk = 33.938 mb
  full tree k dsigma/dk = 32.531 mb
  leading-log/full ratio = 1.0433
  mean ln(t/2) = -1.0826
  matched b_min = 0.3810 hbar/(m c)
y = 0.5: photon energy k = 5000 m c^2
  minimum equivalent-photon energy = 0.5000 m c^2
  S = 0.91667; leading logarithm = 9.9035
  coefficient from tree amplitude = 3.9995
  constant from tree amplitude = -0.5013
  leading-log k dsigma/dk = 21.042 mb
  full tree k dsigma/dk = 19.977 mb
  leading-log/full ratio = 1.0533
  mean ln(t/2) = -1.0606
  matched b_min = 0.3893 hbar/(m c)
y = 0.9: photon energy k = 9000 m c^2
  minimum equivalent-photon energy = 4.5000 m c^2
  S = 0.94333; leading logarithm = 7.7063
  coefficient from tree amplitude = 3.9996
  constant from tree amplitude = -0.5008
  leading-log k dsigma/dk = 16.850 mb
  full tree k dsigma/dk = 15.755 mb
  leading-log/full ratio = 1.0695
  mean ln(t/2) = -1.0118
  matched b_min = 0.4086 hbar/(m c)
contribution per unit ln Q / plateau formula, y = 0.5:
  Q = 1e-06 m c: 0.00000
  Q = 0.01 m c: 0.98443
  Q = 1 m c: 0.87001
  Q = 10 m c: 0.10382
  Q = 30 m c: 0.01807
```
